# The Berreman Resonance of a Thin Doped Oxide Film: a program that tests the result

```python
"""Berreman resonance of a thin Drude film between air and a substrate.

Result under test, for p-polarized light and an optically thin film:
  A = (4 p1/S) g gr E^2 / ((E^2-Es^2)^2 + E^2 (g+gr)^2)
  gr = d q^2 Es^2 / (hbar c eps_inf S)
A: absorptance due to the normal field; E: photon energy (eV);
Es: screened plasma energy; g: Drude damping; gr: radiative damping;
d: thickness (nm); q = sin(theta); p1, p3: ratios Ex/(Z0 Hy) of the
outgoing waves in air and substrate; S = p1 + p3.
The reference solution matches tangential E and normal D at both faces.
Fields vary as exp(i kx x - i omega t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

HBARC = const.hbar * const.c / const.e * 1e9  # eV nm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)

# Rough typical values for tin-doped In2O3 on glass
density_cm3 = 1.0e21
mass_ratio = 0.35
eps_inf = 4.0
mobility_cm2 = 35.0
glass_index = 1.45
thickness = 20.0
angle_deg = 60.0

density = density_cm3 * 1e6
mass = mass_ratio * const.m_e
theta = np.radians(angle_deg)
eps_glass = glass_index**2
Ep = const.hbar * np.sqrt(density * const.e**2
                          / (const.epsilon_0 * mass)) / const.e
Es = Ep / np.sqrt(eps_inf)
gamma = const.hbar / (mass * mobility_cm2 * 1e-4)  # eV


def drude(E, g=gamma, density_factor=1.0):
    return eps_inf - density_factor * Ep**2 / (E**2 + 1j * g * E)


def outer_ratios(angle, eps_sub=eps_glass):
    q = np.sin(angle)
    return q, np.cos(angle), np.sqrt(eps_sub - q**2 + 0j) / eps_sub


def full_wave(E, d, eps_x, eps_z, angle=theta, eps_sub=eps_glass):
    """Plane-wave boundary matching; eps_x and eps_z may differ."""
    q, p1, p3 = outer_ratios(angle, eps_sub)
    k0 = E / HBARC
    kz = np.sqrt(eps_x * (1 - q**2 / eps_z) + 0j)
    pf = kz / eps_x
    phase = np.exp(1j * kz * k0 * d)
    # unknowns: reflected, down-going, up-going, transmitted amplitudes
    matrix = np.array([
        [-p1, -pf, pf, 0],                    # tangential E, top
        [-q, q, q, 0],                        # normal D, top
        [0, pf * phase, -pf / phase, -p3],    # tangential E, bottom
        [0, -q * phase, -q / phase, q]], dtype=complex)  # normal D, bottom
    r, down, up, t = np.linalg.solve(matrix, np.array([-p1, q, 0, 0],
                                                      dtype=complex))
    z = 0.5 * d * (NODES + 1)
    wave_down = down * np.exp(1j * kz * k0 * z)
    wave_up = up * np.exp(-1j * kz * k0 * z)
    Ex = pf * (wave_down - wave_up)
    Ez = -q * (wave_down + wave_up) / eps_z
    w = 0.5 * d * WEIGHTS
    heat_x = k0 * np.imag(eps_x) * np.sum(w * abs(Ex)**2) / p1
    heat_z = k0 * np.imag(eps_z) * np.sum(w * abs(Ez)**2) / p1
    R = abs(r)**2
    T = np.real(p3) / p1 * abs(t)**2
    return {"r": r, "R": R, "T": T, "A": 1 - R - T, "Ax": heat_x,
            "Az": heat_z, "Ez": np.sqrt(np.sum(w * abs(Ez)**2) / d)}


def isotropic(E, d=thickness, g=gamma, angle=theta, eps_sub=eps_glass):
    eps = drude(E, g)
    return full_wave(E, d, eps, eps, angle, eps_sub)


def absorptance_s(E):
    """s-polarized absorptance by summed multiple reflections."""
    eps = drude(E)
    q = np.sin(theta)
    k1, k2, k3 = np.cos(theta), np.sqrt(eps - q**2), np.sqrt(eps_glass - q**2)
    r12, r23 = (k1 - k2) / (k1 + k2), (k2 - k3) / (k2 + k3)
    phase = np.exp(1j * k2 * E / HBARC * thickness)
    den = 1 + r12 * r23 * phase**2
    r = (r12 + r23 * phase**2) / den
    t = (1 + r12) * (1 + r23) * phase / den
    return 1 - abs(r)**2 - k3 / k1 * abs(t)**2


def radiative_damping(d, angle=theta):
    q, p1, p3 = outer_ratios(angle)
    return d * q**2 * Es**2 / (HBARC * eps_inf * (p1 + p3.real))


def line(E, d, g=gamma, angle=theta):
    q, p1, p3 = outer_ratios(angle)
    gr = radiative_damping(d, angle)
    return (4 * p1 / (p1 + p3.real) * g * gr * E**2
            / ((E**2 - Es**2)**2 + E**2 * (g + gr)**2))


def full_width(x, y):
    half = y.max() / 2
    above = np.where(y > half)[0]
    i, j = above[0], above[-1]
    left = np.interp(half, [y[i - 1], y[i]], [x[i - 1], x[i]])
    right = np.interp(half, [y[j + 1], y[j]], [x[j + 1], x[j]])
    return right - left


q, p1, p3 = outer_ratios(theta)
p3 = p3.real
S = p1 + p3
gamma_r = radiative_damping(thickness)
total_width = gamma + gamma_r
k0d = Es * thickness / HBARC
eps_s = drude(Es)
ref = isotropic(Es)

# Energy balance: missing flux equals heat integrated over the film
for E in (0.8, Es, 1.2):
    f = isotropic(E)
    assert abs(f["A"] - f["Ax"] - f["Az"]) < 1e-10

# Boundary matching against direct integration of Maxwell's equations
k_s = Es / HBARC
ode = solve_ivp(lambda z, y: [1j * k_s * eps_s * y[1],
                              1j * k_s * (1 - q**2 / eps_s) * y[0]],
                (thickness, 0), np.array([1, p3], dtype=complex),
                rtol=1e-10, atol=1e-12)
h_top, Ex_top = ode.y[:, -1]
r_ode = (h_top - Ex_top / p1) / (h_top + Ex_top / p1)
assert abs(r_ode - ref["r"]) < 1e-7

# Loss-function maximum and zero of the real permittivity
loss = minimize_scalar(lambda E: -np.imag(-1 / drude(E)),
                       bounds=(0.8 * Es, 1.2 * Es), method="bounded",
                       options={"xatol": 1e-10})
b = 2 * Es**2 - gamma**2
loss_formula = np.sqrt((b + np.sqrt(b**2 + 12 * Es**4)) / 6)
assert abs(loss.x - loss_formula) < 1e-6
zero_energy = brentq(lambda E: drude(E).real, 0.7 * Es, 1.2 * Es)
assert abs(zero_energy - np.sqrt(Es**2 - gamma**2)) < 1e-9

# Very thin film: absorption follows Im(-1/eps), also off resonance
for E in (0.85, Es, 1.15):
    tiny = 0.01
    weak = (4 * p1 / S**2 * E * tiny / HBARC * q**2
            * np.imag(-1 / drude(E)))
    assert abs(isotropic(E, tiny)["Az"] / weak - 1) < 3e-3

# Height, width and position; corrections are of order k0*d
A_line = line(Es, thickness)
assert abs(ref["Az"] / A_line - 1) < k0d
grid = np.linspace(Es - 2 * total_width, Es + 2 * total_width, 401)
Az_grid = np.array([isotropic(E)["Az"] for E in grid])
width_full = full_width(grid, Az_grid)
assert abs(width_full / total_width - 1) < 0.05
peak = minimize_scalar(lambda E: -isotropic(E)["A"],
                       bounds=(0.85 * Es, 1.15 * Es), method="bounded",
                       options={"xatol": 1e-8})
assert abs(peak.x - Es) < 0.05 * total_width

# Shrinking d and damping together must approach the limiting line
small = 0.1
error_nominal = abs(ref["A"] / A_line - 1)
error_small = abs(isotropic(Es, small * thickness, small * gamma)["A"]
                  / line(Es, small * thickness, small * gamma) - 1)
assert error_small < 3e-3
grid_small = Es + small * (grid - Es)
A_small = np.array([isotropic(E, small * thickness, small * gamma)["Az"]
                    for E in grid_small])
assert abs(full_width(grid_small, A_small) / (small * total_width) - 1) < 0.01

# In-plane heat and normal-field enhancement
Z = 1j * k0d * q**2 / eps_s
t_sheet = 2 * p1 / (S + Z)
Ax_formula = (k0d * eps_s.imag * abs(t_sheet)**2
              * (p3**2 + p3 * Z.real + abs(Z)**2 / 3) / p1)
assert abs(Ax_formula / ref["Ax"] - 1) < k0d
Ez_formula = q * abs(t_sheet) / abs(eps_s)
assert abs(Ez_formula / ref["Ez"] - 1) < 0.05

# Which field component causes the peak?
scan = np.linspace(0.7, 1.3, 121)
only_x = np.array([full_wave(E, thickness, drude(E), eps_inf)["A"]
                   for E in scan])
only_z = np.array([full_wave(E, thickness, eps_inf, drude(E))["A"]
                   for E in scan])
s_scan = np.array([absorptance_s(E) for E in scan])
assert np.all(np.diff(only_x) < 0) and np.all(np.diff(s_scan) < 0)
assert abs(scan[np.argmax(only_z)] - Es) < 0.1 * total_width
assert abs(only_z.max() / A_line - 1) < k0d

# Angle dependence
angles = (10, 30, 60, 75)
angle_rows = []
for a in angles:
    full = isotropic(Es, angle=np.radians(a))["Az"]
    formula = line(Es, thickness, angle=np.radians(a))
    assert abs(full / formula - 1) < k0d
    angle_rows.append((a, formula, full))

# Optimum thickness, tested where that thickness is optically thin
d_opt = gamma * HBARC * eps_inf * S / (q**2 * Es**2)
g_low = 0.05 * gamma
best = minimize_scalar(lambda d: -isotropic(Es, d, g_low)["A"],
                       bounds=(0.01 * d_opt, 0.15 * d_opt),
                       method="bounded", options={"xatol": 1e-6})
assert abs(best.x / (0.05 * d_opt) - 1) < 0.03
assert abs(-best.fun / (p1 / S) - 1) < 0.01

# Nearly perfect mirror: complete absorption at matched damping
d_mirror = gamma * HBARC * eps_inf * p1 / (q**2 * Es**2)
mirror_low = isotropic(Es, 0.05 * d_mirror, g_low, eps_sub=-1e10)["A"]
assert mirror_low > 0.99
mirror_nominal = isotropic(Es, d_mirror, eps_sub=-1e10)["A"]

# Sizes of effects left out of the model
kF = (3 * np.pi**2 * density)**(1 / 3)
vF = const.hbar * kF / mass
EF = (const.hbar * kF)**2 / (2 * mass * const.e)
kT = const.k * 300 / const.e
surface_rate = const.hbar * vF / (thickness * 1e-9) / const.e
mean_free_path = vF * const.hbar / (gamma * const.e) * 1e9
pressure = (const.hbar * np.sqrt(0.6) * vF * np.pi
            / (thickness * 1e-9) / const.e)
pressure_shift = np.sqrt(Es**2 + pressure**2) - Es
static_eps, bending = 9.0, 0.5  # rough values
depletion = np.sqrt(2 * static_eps * const.epsilon_0 * bending
                    / (const.e * density)) * 1e9
factors = np.linspace(0.9, 1.1, 201)


def graded(E):
    Zg = np.mean(1j * E / HBARC * thickness * q**2
                 / drude(E, density_factor=factors))
    return 4 * p1 * Zg.real / abs(S + Zg)**2


graded_peak = max(graded(E) for E in grid)
oscillator = 6.0  # rough energy of the interband oscillator, eV
eps_background = brentq(
    lambda e: e - 1 - (eps_inf - 1) / (1 - Ep**2 / e / oscillator**2), 3, 6)
dispersion_shift = Ep / np.sqrt(eps_background) - Es
back_reflection = ((p3 - p1) / S)**2

print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Optical mass: {mass_ratio:.2f} electron masses")
print(f"Background permittivity: {eps_inf:.1f}")
print(f"Mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"Glass index: {glass_index:.2f}")
print(f"Thickness: {thickness:.0f} nm; angle: {angle_deg:.0f} deg")
print(f"Unscreened plasma energy: {Ep:.4f} eV")
print(f"Screened plasma energy Es: {Es:.4f} eV")
print(f"Wavelength at Es: {2*np.pi*HBARC/Es:.0f} nm")
print(f"Zero of Re eps: {zero_energy:.4f} eV")
print(f"Maximum of Im(-1/eps): {loss.x:.4f} eV")
print(f"eps at Es: {eps_s.real:.4f} + {eps_s.imag:.4f} i")
print(f"k0 d at Es: {k0d:.4f}")
print(f"p1, p3, S: {p1:.4f}, {p3:.4f}, {S:.4f}")
print(f"Drude damping: {gamma:.4f} eV")
print(f"Radiative damping: {gamma_r:.4f} eV")
print(f"Line width, formula / full wave: {total_width:.4f} / "
      f"{width_full:.4f} eV")
print(f"Normal-field absorptance, formula: {A_line:.4f}")
print(f"Normal-field absorptance, full wave: {ref['Az']:.4f}")
print(f"In-plane absorptance, formula / full: {Ax_formula:.4f} / "
      f"{ref['Ax']:.4f}")
print(f"Total A, R, T at Es: {ref['A']:.4f}, {ref['R']:.4f}, {ref['T']:.4f}")
print(f"Full-wave peak: {peak.x:.4f} eV, A = {-peak.fun:.4f}")
print(f"|Ez film|/|E incident|, formula / full: {Ez_formula:.3f} / "
      f"{ref['Ez']:.3f}")
print(f"Relative error of line vs total A: {error_nominal:.4f}")
print(f"Same, d and damping both x 0.1: {error_small:.6f}")
for E in (0.8, 0.9, Es, 1.1, 1.2):
    print(f"E = {E:.3f} eV: A_p = {isotropic(E)['A']:.4f}, "
          f"A_s = {absorptance_s(E):.4f}")
for a, formula, full in angle_rows:
    print(f"Angle {a} deg: Az formula {formula:.4f}, full {full:.4f}")
i_s = np.argmin(abs(scan - Es))
print(f"Drude only in plane, A at {scan[i_s]:.3f} eV: {only_x[i_s]:.4f}")
print(f"Drude only along normal, peak A: {only_z.max():.4f}")
print(f"Optimum thickness on glass, formula: {d_opt:.1f} nm")
print(f"Its A, formula / full wave at Es: {p1/S:.4f} / "
      f"{isotropic(Es, d_opt)['A']:.4f}")
print(f"Optimum thickness on mirror, formula: {d_mirror:.1f} nm")
print(f"Its full-wave A at Es: {mirror_nominal:.4f}")
print(f"Mirror, d and damping both x 0.05: A = {mirror_low:.5f}")
print(f"Fermi energy: {EF:.3f} eV; kT at 300 K: {kT:.4f} eV")
print(f"(kT/EF)^2: {(kT/EF)**2:.1e}")
print(f"Mean free path: {mean_free_path:.2f} nm")
print(f"Surface-scattering scale hbar vF/d: {surface_rate:.4f} eV")
print(f"A with that added to damping: "
      f"{line(Es, thickness, gamma+surface_rate):.4f}")
print(f"Electron-pressure shift: {pressure_shift:.4f} eV")
print(f"Depletion assumptions: eps {static_eps:.0f}, {bending:.1f} V")
print(f"Depletion width per surface: {depletion:.2f} nm")
print(f"Peak Az, density graded by +-10 percent: {graded_peak:.4f}")
print(f"A if optical damping is halved: {line(Es, thickness, gamma/2):.4f}")
print(f"Background-dispersion shift: {dispersion_shift:.4f} eV "
      f"(oscillator {oscillator:.0f} eV)")
print(f"Glass back-face reflectance: {back_reflection:.4f}")
print("finished without a failed check")
```

Output:

```
Electron density: 1.0e+21 cm^-3
Optical mass: 0.35 electron masses
Background permittivity: 4.0
Mobility: 35 cm2/Vs
Glass index: 1.45
Thickness: 20 nm; angle: 60 deg
Unscreened plasma energy: 1.9848 eV
Screened plasma energy Es: 0.9924 eV
Wavelength at Es: 1249 nm
Zero of Re eps: 0.9879 eV
Maximum of Im(-1/eps): 0.9913 eV
eps at Es: 0.0359 + 0.3775 i
k0 d at Es: 0.1006
p1, p3, S: 0.5000, 0.5531, 1.0531
Drude damping: 0.0945 eV
Radiative damping: 0.0178 eV
Line width, formula / full wave: 0.1123 / 0.1123 eV
Normal-field absorptance, formula: 0.2530
Normal-field absorptance, full wave: 0.2520
In-plane absorptance, formula / full: 0.0208 / 0.0204
Total A, R, T at Es: 0.2723, 0.0402, 0.6875
Full-wave peak: 0.9928 eV, A = 0.2724
|Ez film|/|E incident|, formula / full: 1.825 / 1.822
Relative error of line vs total A: 0.0763
Same, d and damping both x 0.1: 0.000786
E = 0.800 eV: A_p = 0.0469, A_s = 0.0385
E = 0.900 eV: A_p = 0.0872, A_s = 0.0313
E = 0.992 eV: A_p = 0.2723, A_s = 0.0262
E = 1.100 eV: A_p = 0.0756, A_s = 0.0217
E = 1.200 eV: A_p = 0.0346, A_s = 0.0184
Angle 10 deg: Az formula 0.0111, full 0.0111
Angle 30 deg: Az formula 0.0917, full 0.0910
Angle 60 deg: Az formula 0.2530, full 0.2520
Angle 75 deg: Az formula 0.2454, full 0.2452
Drude only in plane, A at 0.990 eV: 0.0207
Drude only along normal, peak A: 0.2543
Optimum thickness on glass, formula: 106.3 nm
Its A, formula / full wave at Es: 0.4748 / 0.5530
Optimum thickness on mirror, formula: 50.5 nm
Its full-wave A at Es: 0.9613
Mirror, d and damping both x 0.05: A = 0.99989
Fermi energy: 1.042 eV; kT at 300 K: 0.0259 eV
(kT/EF)^2: 6.2e-04
Mean free path: 7.13 nm
Surface-scattering scale hbar vF/d: 0.0337 eV
A with that added to damping: 0.2031
Electron-pressure shift: 0.0034 eV
Depletion assumptions: eps 9, 0.5 V
Depletion width per surface: 0.71 nm
Peak Az, density graded by +-10 percent: 0.2101
A if optical damping is halved: 0.3772
Background-dispersion shift: -0.0101 eV (oscillator 6 eV)
Glass back-face reflectance: 0.0025
finished without a failed check
```
